# When Kramers-Kronig analysis of film reflectance gives the wrong phase

A lossless film of index 1.5 and thickness 260 nm, on a substrate of index 3.5 in air, has its first reflectance minimum at 0.7948 eV. The reflected amplitude there has phase 360°. The Kramers-Kronig integral, fed with the reflectance of the same film at all frequencies and without noise, returns 180°. The amplitude comes out with the wrong sign, although the film is causal and the data are perfect.

## The reflected amplitude

Light arrives at normal incidence from a medium of index $n_0$. The film has index $n_1$ and thickness $d$, and the substrate, of index $n_2$, is a half-space. For now all indices are real, positive and independent of frequency. Fields vary as $e^{-i\omega t}$, and the phase of the amplitude $r=|r|e^{i\theta}$ refers to the front face of the film.

Let $a$ and $b$ be the forward and backward amplitudes in the film at its front face, $t$ the amplitude in the substrate at the back face, and $p=e^{in_1\omega d/c}$. Continuity of the tangential electric and magnetic fields gives

$$1+r=a+b,\qquad n_0(1-r)=n_1(a-b),$$
$$ap+b/p=t,\qquad n_1(ap-b/p)=n_2t .$$

Define

$$r_{01}=\frac{n_0-n_1}{n_0+n_1},\qquad r_{12}=\frac{n_1-n_2}{n_1+n_2},\qquad x=\frac{2n_1\omega d}{c},\qquad z=p^2=e^{ix}.$$

Eliminating $t$ gives $(n_1-n_2)ap=(n_1+n_2)b/p$, so $b=r_{12}za$. At the front, multiply the first condition by $n_1$, then add the second to it or subtract the second from it:

$$(n_1+n_0)+(n_1-n_0)r=2n_1a,\qquad (n_1-n_0)+(n_1+n_0)r=2n_1b .$$

Dividing the second of these by the first, and both sides of the fraction by $n_0+n_1$, gives

$$\frac{r-r_{01}}{1-r_{01}r}=\frac ba=r_{12}z .$$

Hence $r(1+r_{01}r_{12}z)=r_{01}+r_{12}z$, or

$$r=\frac{r_{01}+r_{12}z}{1+r_{01}r_{12}z}.$$

In the upper half of the complex frequency plane $|z|=e^{-\mathrm{Im}\,x}<1$, and $|r_{01}r_{12}|<1$. The denominator cannot vanish there, so $r$ is analytic, as causality requires.

## The counter-example

Here $r_{01}=-0.5/2.5=-0.2$ and $r_{12}=-2/5=-0.4$. The numerator vanishes when $z=-r_{01}/r_{12}=-0.5$, that is, when

$$x=(2m+1)\pi+i\ln 2,\qquad m \text{ an integer}.$$

These zeros lie above the real axis. One fringe, $x=2\pi$, spans 1.5895 eV, so the first zero is at

$$E=\frac{1.5895}{2\pi}\,(\pi+i\ln2)\ \text{eV}=0.795+0.175\,i\ \text{eV}.$$

At the reflectance minimum $z=-1$, and

$$r=\frac{-0.2+0.4}{1-0.08}=+0.2174,\qquad R=|r|^2=0.0473 .$$

At zero frequency $z=1$ and $r=-0.6/1.08$, so $\theta$ starts at 180°. It then climbs to 360° at the minimum. The Kramers-Kronig phase, computed by direct quadrature of the reflectance, turns back instead:

| $E$ (eV) | $R$ | true $\theta$ | KK phase | error |
|---|---|---|---|---|
| 0.1987 | 0.2797 | 207.3° | 191.6° | 15.7° |
| 0.3974 | 0.1987 | 238.9° | 202.0° | 36.9° |
| 0.7948 | 0.0473 | 360.0° | 180.0° | 180.0° |
| 0.9935 | 0.0972 | 437.1° | 154.8° | 282.4° |

## What the integral assumes

The formula comes from applying Cauchy's theorem to $\ln r$, not to $r$. Since $r(0)=(n_0-n_2)/(n_0+n_2)$ is negative for $n_0<n_2$, it is convenient to use

$$G(\omega)=\ln[-r(\omega)]=L(\omega)+i\phi(\omega),\qquad L=\ln|r|=\tfrac12\ln R,\qquad \phi=\theta-\pi,$$

with $\phi(0)=0$. Suppose that $r$ has no zeros on or above the real axis and that $G$ stays bounded there. Integrate $G(\omega')/(\omega'^2-\omega^2)$ along the real axis, passing above the points $\pm\omega$, and close the path by a large semicircle of radius $\rho$. The semicircle contributes at most a term of order $\rho\cdot\rho^{-2}$, which vanishes. The two small half-circles leave half-residues:

$$P\!\int_{-\infty}^{\infty}\frac{G(\omega')\,d\omega'}{\omega'^2-\omega^2}
=i\pi\left[\frac{G(\omega)}{2\omega}-\frac{G(-\omega)}{2\omega}\right].$$

Real fields require $r(-\omega)=r(\omega)^*$, so $L$ is even and $\phi$ is odd. The bracket is then $i\phi(\omega)/\omega$, and the right side is $-\pi\phi(\omega)/\omega$. On the left the odd part integrates to zero and the even part gives twice the integral over positive frequencies. Therefore

$$\theta(\omega)=\pi-\frac{2\omega}{\pi}\,P\!\int_0^\infty\frac{\ln|r(\omega')|}{\omega'^2-\omega^2}\,d\omega' .$$

A zero of $r$ above the axis is a branch point of $\ln r$, and the step from Cauchy's theorem is lost. The amplitude $r$ itself remains analytic, so causality is not violated.

## The general statement

**For constant real indices with $n_0<n_2$, the formula gives the true phase if $n_1^2>n_0n_2$. If $n_1^2<n_0n_2$, it gives the phase of a different film, of index $n_0n_2/n_1$ and the same optical thickness.**

*Which interface reflects more.* Over the common denominator $D=(n_0+n_1)(n_1+n_2)$, the numerators of $r_{01}$ and $r_{12}$ are

$$n_0n_1+n_0n_2-n_1^2-n_1n_2,\qquad n_0n_1+n_1^2-n_0n_2-n_1n_2 .$$

Their difference is $2(n_0n_2-n_1^2)$ and their sum is $2n_1(n_0-n_2)$, so

$$r_{01}^2-r_{12}^2=\frac{4n_1(n_1^2-n_0n_2)(n_2-n_0)}{D^2}.$$

With $n_0<n_2$, the front interface is the stronger one when $n_1^2>n_0n_2$, and the weaker one when $n_1^2<n_0n_2$.

*Stronger front.* Write the numerator of $r$ as $r_{01}(1+z\,r_{12}/r_{01})$. On and above the real axis $|z|\le1$, so the bracket stays within a circle about 1 of radius less than 1. It cannot vanish, and its logarithm is bounded. The same holds for the denominator. The assumptions of the derivation are met, and the phase is correct.

*Weaker front.* On the real axis $|z|=1$, and

$$|r_{01}+r_{12}z|^2=r_{01}^2+r_{12}^2+2r_{01}r_{12}\cos x$$

is unchanged when $r_{01}$ and $r_{12}$ are exchanged. The function

$$r_{\min}=\frac{r_{12}+r_{01}z}{1+r_{01}r_{12}z}$$

thus has the same modulus as $r$ at every real frequency, and the same value at $\omega=0$. Its leading coefficient is now the larger one, so by the previous argument it meets the assumptions. The integral sees the modulus alone, and therefore returns the phase of $r_{\min}$.

*The other film.* Put $n_1'=n_0n_2/n_1$. Then

$$\frac{n_0-n_1'}{n_0+n_1'}=\frac{n_1-n_2}{n_1+n_2}=r_{12},\qquad
\frac{n_1'-n_2}{n_1'+n_2}=\frac{n_0-n_1}{n_0+n_1}=r_{01}.$$

With $n_1'd'=n_1d$, $z$ is unchanged and $r_{\min}$ is the amplitude of this film.

*The error.* With $q=r_{01}/r_{12}$, $|q|<1$, and $q+z=z(1+qz^*)$ for $|z|=1$,

$$\frac{r}{r_{\min}}=\frac{q+z}{1+qz}=z\,\frac{(1+qz)^*}{1+qz},\qquad \delta=\theta-\theta_{KK}=x-2\arg(1+qz).$$

The slope of $\delta$ is positive:

$$\frac{d\delta}{dx}=1-2\,\mathrm{Re}\frac{qz}{1+qz}=\mathrm{Re}\frac{1-qz}{1+qz}=\frac{1-q^2}{|1+qz|^2}>0 .$$

Over one fringe $\arg(1+qz)$ returns to its starting value, so $\delta$ gains $2\pi$. The error is harmless (a multiple of $2\pi$) only at $x=2\pi m$. This completes the proof.

In the example, $x=\pi/2$ gives $\delta=90°-2\arctan0.5=36.9°$, as in the table. At $x=\pi$ the error is 180° for any $|q|<1$.

## Two limits

At $n_1^2=n_0n_2$ (film index 1.871 here) the zeros reach the real axis and $R$ vanishes at the minima, where the phase is undefined. Just below this index the phase error at the minimum is still 180°, but it multiplies a small amplitude. Quadrature at four points in the fringe gave largest amplitude errors of 0.83, 0.43 and 0.077 for film indices 1.2, 1.5 and 1.8. For 1.95, 2.5 and 4.0 they were at most about $10^{-9}$.

At $n_1=n_0$ the front interface disappears and $r=r_{12}e^{ix}$. This is a pure delay with no zeros at finite frequency, yet $\delta=x$. Here $\ln r$ grows in proportion to $\omega$, and the large semicircle no longer drops out. Absence of zeros is therefore not sufficient by itself.

## What an analyst would conclude

For the example, $n_1'=3.5/1.5=2.333$ and $d'=390/2.333=167.1$ nm. A fit of film index and thickness to the Kramers-Kronig amplitude at ten energies from 0.20 to 1.09 eV, with the substrate index held at 3.5, gave just these values. The same fit to the true amplitude gave 1.5 and 260 nm. For constant indices, a good fit is thus no warning.

In this model no treatment of normal-incidence reflectance alone can separate the two films, since they share it at all frequencies. Something else must decide, for example a measured phase, an independent thickness, or knowledge that the film index is below 1.871.

The two films differ in time. Expanding $r$ in powers of $z$ gives the successive echoes of a pulse much shorter than the round trip in the film, $2n_1d/c=2.6$ fs: $r_{01}$, then $r_{12}(1-r_{01}^2)$, and so on. For the true film they begin $-0.200,\ -0.384$; for the other film, $-0.400,\ -0.168$. The total echo energy is 0.1884 of the incident energy in both cases, but the first echo carries 0.04 in the true film and 0.16 in the other. The integral selects the film that returns its energy earlier.

## Dispersion and loss

Suppose that the indices depend on frequency and that $r$ has finitely many zeros $\omega_j$ with positive real and imaginary parts, each with its mirror image $-\omega_j^*$, and no others on or above the real axis. Define

$$B(\omega)=\prod_j\frac{(\omega-\omega_j)(\omega+\omega_j^*)}{(\omega-\omega_j^*)(\omega+\omega_j)} .$$

For real $\omega$ each numerator is the complex conjugate of its denominator, so $|B|=1$; also $B(0)=1$. The quotient $r/B$ has the modulus of $r$ on the real axis, and no zeros on or above that axis. If $|r|$ falls no faster than a power of frequency throughout the upper half-plane, $\ln(r/B)$ grows only logarithmically and the semicircle still vanishes. Such a fall on the real axis alone is not enough: a delay factor $e^{i\omega\tau}$ leaves the modulus there unchanged, but adds $\omega\tau$ to the error. With $r(0)<0$ as before, the integral gives the phase of $r/B$, and the error is $\arg B$.

This was tested with one damped oscillator per medium,

$$n^2(E)=1+\frac{(n_s^2-1)E_0^2}{E_0^2-E^2-i\Gamma E},$$

with static indices $n_s=1.5$ and 3.5, $E_0=13.0$ and 4.8 eV, and $\Gamma=1.5$ and 1.0 eV for film and substrate. Six zeros with positive real part were found in the upper half-plane, searching up to 60 eV in the real part and 8 eV in the imaginary part. At six energies from 0.8 to 9 eV the phase factor $e^{i\delta}$ predicted from them agreed with quadrature to $2\times10^{-8}$. In this model the endless row of zeros of the ideal film has become a finite set, but the fault remains. The row ends at 7.5 eV because of absorption in the film: at 8 eV $|r_{12}/r_{01}|$ is still 3.2, but $|z|$ has fallen to 0.25. The count therefore depends on the damping, and rises to 8, 11 and 14 for film $\Gamma=0.5$, 0.15 and 0.05 eV. No new row appears where the film turns transparent again, because the front interface is then the stronger one, with $|r_{12}/r_{01}|$ tending to about 0.23. Dispersion and loss alone do not ensure this: with the film oscillator moved to 8 eV the ratio tends to 2.2, and there are 23, 48 and 99 zeros up to 60, 120 and 240 eV.

## Beside a real film

The parameters are roughly those of silica on silicon in the near infrared, where silicon is transparent below about 1.1 eV. In the oscillator model the first zero moves only from $0.795+0.175\,i$ to $0.791+0.175\,i$ eV, and the phase error at 0.80 eV from 183.6° to 184.1°. That model gives the substrate an extinction coefficient of 0.058 at 0.80 eV, far more than real silicon has there, so it overstates the absorption. The shift is this small because the model ties the film index near 1.5 at low energy. Real silica has an index of 1.44 at 0.8 eV and about 1.24 at 0.2 eV, close to its phonon band, which the model omits. With Sellmeier-type oscillators for silica and silicon and assumed dampings, the first zero lies near $0.825+0.211\,i$ eV and the error at 0.80 eV is 165° to 168°. The fault persists, but the tabulated numbers are those of the model. Heating by 100 K, with a rough index coefficient of $2\times10^{-4}$ per kelvin for the substrate alone, raises the imaginary part of the first zero by 1.5 meV and leaves its real part unchanged. If the film is also given a rough index coefficient of $10^{-5}$ per kelvin and a thermal expansion of $5.5\times10^{-7}$ per kelvin, the total shift is $-0.6+0.8\,i$ meV. If the film index is given a constant imaginary part $k$, the first zero reaches the real axis at $k=0.244$, a strongly absorbing film; the second does so already at $k=0.105$. A constant $k$ violates $r(-\omega)=r(\omega)^*$ and is not causal, so these values only indicate the loss needed near each zero. The half-space assumption also matters: a polished back face of a transparent wafer would add 0.284 to the reflectance at the minimum, if its light adds without interference, against 0.047 from the front. This light must be kept from the detector, for instance by a roughened or wedged back face, before the analysis above applies. Real spectra also cover a limited range, and the error of extrapolating them comes on top and is not estimated here.

The remaining computed values are in the numerical output below.

## Table of computed values

```
indices air, film, substrate: 1.0, 1.5, 3.5; thickness 260 nm
interface amplitudes r01, r12: -0.2000, -0.4000; ratio q 0.5000
threshold film index sqrt(n0 n2): 1.8708
fringe period: 1.5895 eV
first zero: 0.7948 + 0.1754 i eV
E (eV), R, true phase, KK phase, error (deg):
  0.0000  0.3086  180.00  180.00  0.00
  0.1987  0.2797  207.30  191.57  15.72
  0.3974  0.1987  238.86  201.99  36.87
  0.5961  0.0972  282.89  205.24  77.65
  0.7948  0.0473  360.00  180.00  180.00
  0.9935  0.0972  437.11  154.76  282.35
  1.0928  0.1468  461.60  154.62  306.97
largest gap, KK error against closed form: 1.6e-09 rad
film index, largest KK amplitude error (substrate 3.5):
  1.20  8.3e-01
  1.50  4.3e-01
  1.80  7.7e-02
  1.95  1.0e-09
  2.50  4.5e-10
  4.00  1.4e-10
film fitted to KK amplitude: n 2.3333, d 167.14 nm
film fitted to true amplitude: n 1.5000, d 260.00 nm
largest reflectance difference of the two films, to 20 eV: 3.4e-15
first three echoes, true film: -0.2000, -0.3840, 0.0307
first three echoes, KK film: -0.4000, -0.1680, 0.0134
echo energy after one echo, true and KK: 0.0400, 0.1600
total echo energy, true and KK: 0.18841, 0.18841
oscillator energy, damping, film: 13.0, 1.5 eV
oscillator energy, damping, substrate: 4.8, 1.0 eV
causal film at 0.80 eV: n 1.5016, k 3.0e-03
causal substrate at 0.80 eV: n 3.5440, k 5.8e-02
causal model, zeros with Re E > 0, Im E > 0: 6
causal model, first zero: 0.7912 + 0.1750 i eV
causal model, last zero: 7.5095 + 0.0200 i eV
causal model, |r12/r01| at 2000 eV: 0.227
KK error at 0.80 eV, ideal and causal: 183.55, 184.11 deg
largest gap, causal KK error against zeros (phase factor): 1.8e-08
film extinction putting first zero on real axis: 0.2442 at 0.9281 eV
rough substrate dn/dT 2e-04 1/K, heating 100 K
resulting shift of Im E of first zero: 1.51 meV
reflectance at minimum, front only: 0.0473
reflectance of bare back face: 0.3086
reflectance added at minimum by polished back face: 0.2843
```
